\section*{How lattice relaxation can make a vacancy's effective Hubbard repulsion negative}

\section{The repulsion before the lattice moves}

\textbf{Q.} Two electrons on one oxygen vacancy repel each other. How can anyone speak of a negative repulsion there?

\textbf{A.} First we must say which energy is meant. Let the vacancy hold $n=0$, $1$ or $2$ electrons in one orbital without orbital degeneracy. In an oxide these are the charge states $V^{2+}$, $V^{+}$ and $V^{0}$. Let one coordinate $Q$ describe the common displacement of the neighbouring cations, positive inward, with $Q=0$ their rest position when $n=0$. The model is
\begin{equation}
E(n,Q)=\varepsilon n+\frac{U}{2}n(n-1)-gnQ+\frac{K}{2}Q^2 .
\label{model}
\end{equation}
Here $\varepsilon$ is the one-electron level at $Q=0$, measured from the conduction-band edge, $g>0$ is the coupling and $K>0$ the stiffness. The factor $n(n-1)/2$ is 0, 0, 1 for $n=0,1,2$, so $U$ is paid once, when both electrons are present. Electronic screening is already contained in $U$.

A repulsion is a second difference in electron number: the cost of putting two electrons on one vacancy and none on another, relative to one on each. At a fixed $Q$, the same for all charge states,
\begin{align}
&E(2,Q)+E(0,Q)-2E(1,Q)\nonumber\\
&=(2\varepsilon+U-2gQ)+0-2(\varepsilon-gQ)
+\frac{K}{2}Q^2(1+1-2)\nonumber\\
&=U .
\label{frozen}
\end{align}
Terms linear in $n$ cancel, and so does the elastic energy. With the cations frozen, the electrons repel with the full $U$, whatever the coupling.

\textbf{Q.} Then the coupling does nothing to the repulsion, and we are finished.

\textbf{A.} We would be if the cations stayed put. Given time, they move to a different position for each $n$, and the three energies must then be taken at three different values of $Q$.

\section{Letting each charge state relax}

\textbf{Q.} Show me the relaxation without skipping the square.

\textbf{A.} The force balance is $\partial E/\partial Q=-gn+KQ=0$, which gives
\begin{equation}
Q_n=\frac{gn}{K}.
\label{qn}
\end{equation}
Expanding a square about this point,
\begin{equation}
\frac{K}{2}\left(Q-\frac{gn}{K}\right)^2
=\frac{K}{2}Q^2-gnQ+\frac{g^2n^2}{2K},
\end{equation}
and moving the last term to the other side turns \eqref{model} into
\begin{equation}
E(n,Q)=\varepsilon n+\frac{U}{2}n(n-1)-\frac{g^2n^2}{2K}
+\frac{K}{2}(Q-Q_n)^2 .
\label{square}
\end{equation}
Since $K>0$, the minimum is at $Q=Q_n$. Writing $E(n)$ for the minimum,
\begin{align}
E(0)&=0,\nonumber\\
E(1)&=\varepsilon-\frac{g^2}{2K},\nonumber\\
E(2)&=2\varepsilon+U-\frac{2g^2}{K}.
\label{levels}
\end{align}
The second difference of the relaxed energies is
\begin{align}
U_{\rm eff}&=E(2)+E(0)-2E(1)\nonumber\\
&=2\varepsilon+U-\frac{2g^2}{K}-2\varepsilon+\frac{g^2}{K}\nonumber\\
&=U-\frac{g^2}{K}.
\label{ueff}
\end{align}
It is negative when $g^2>UK$, that is, when the relaxation energy of a single electron, $g^2/(2K)$, exceeds $U/2$.

\textbf{Q.} Each electron gains relaxation energy. Why does that not cancel, as any energy per electron should?

\textbf{A.} Because the gain is not proportional to the number of electrons. Two electrons pull twice as hard, so the cations move twice as far, and force times distance grows fourfold. With spin occupations $n_\uparrow$ and $n_\downarrow$, each 0 or 1, we have $n_\sigma^2=n_\sigma$ and therefore
\begin{equation}
n^2=(n_\uparrow+n_\downarrow)^2=n+2n_\uparrow n_\downarrow ,
\end{equation}
so that
\begin{equation}
-\frac{g^2n^2}{2K}=-\frac{g^2}{2K}\,n-\frac{g^2}{K}\,n_\uparrow n_\downarrow .
\end{equation}
The first part lowers the one-electron level. The second has the form of the Hubbard term $Un_\uparrow n_\downarrow$ with the opposite sign. It is an attraction carried by the lattice: each electron sits in the distortion made by the other.

\textbf{Q.} What are the limits?

\textbf{A.} For a stiff lattice, $K\to\infty$ at fixed $g$, the reduction vanishes and $U_{\rm eff}\to U$. At $g^2=UK$ the relaxed energies lie on a straight line in $n$. For a soft lattice \eqref{ueff} falls without bound, but $Q_n$ grows as $1/K$ too, and the harmonic energy loses its justification well before that limit.

\section{Origin, modes and quantum nuclei}

\textbf{Q.} You chose $Q=0$ at the empty vacancy. Had you measured distortions from the singly occupied one, the answer might differ.

\textbf{A.} Replace the coupling by $-g(n-n_0)Q$. The same square then gives the relaxation energy $-g^2(n-n_0)^2/(2K)$, whose second difference contains
\begin{align}
&(2-n_0)^2+n_0^2-2(1-n_0)^2\nonumber\\
&=4-4n_0+n_0^2+n_0^2-2+4n_0-2n_0^2=2 .
\end{align}
The reduction is again $g^2/K$ for any $n_0$. The value of $\varepsilon$ belonging to a given vacancy does depend on the choice, since it is the level at $Q=0$.

\textbf{Q.} A real network has many modes.

\textbf{A.} Collect the coordinates in a vector $\mathbf Q$, with couplings $\mathbf g$ and a symmetric, positive definite stiffness matrix $\mathsf K$. The lattice part is $-n\,\mathbf g^{T}\mathbf Q+\frac12\mathbf Q^{T}\mathsf K\mathbf Q$. Its minimum is at $\mathbf Q_n=n\mathsf K^{-1}\mathbf g$, where the energy equals $-n^2\mathbf g^{T}\mathsf K^{-1}\mathbf g+\frac12n^2\mathbf g^{T}\mathsf K^{-1}\mathbf g$. Hence
\begin{equation}
U_{\rm eff}=U-\mathbf g^{T}\mathsf K^{-1}\mathbf g .
\end{equation}
As a case with elastic cross-coupling, take $U=1$ eV, $\mathbf g=(60,20)$ eV/nm, diagonal stiffnesses 2000 and 1500 eV/nm$^2$ and off-diagonal stiffness 400 eV/nm$^2$. The formula gives $-0.845$ eV, and direct numerical minimization over both coordinates agrees.

\textbf{Q.} Nuclei do not sit at minima. They have zero-point motion.

\textbf{A.} Add the kinetic energy $P^2/(2M)$. No term in this model changes $n$, so each charge state has its own Hamiltonian. From \eqref{square},
\begin{equation}
H_n=E(n)+\frac{P^2}{2M}+\frac{K}{2}(Q-Q_n)^2 .
\end{equation}
Moving the origin to $Q_n$ leaves $P$ unchanged, so this is an oscillator of frequency $\omega=\sqrt{K/M}$ for every $n$. Its levels are $E(n)+\hbar\omega(m+\frac12)$ with $m=0,1,2,\dots$. The zero-point energies enter $U_{\rm eff}$ as $\frac12\hbar\omega(1+1-2)=0$. The thermal vibrational free energy cancels in the same way. The same $K$ in all charge states guarantees both cancellations.

\section{What happens to the singly charged vacancy}

\textbf{Q.} Suppose $U_{\rm eff}<0$. What would I notice?

\textbf{A.} Let electrons be exchanged with a reservoir at chemical potential $\mu$. At low temperature the vacancy takes the $n$ that minimizes $E(n)-\mu n$. The state $n=1$ beats $n=0$ when
\begin{equation}
\mu>\mu_{2+/+}=E(1)-E(0)=\varepsilon-\frac{g^2}{2K},
\end{equation}
and it beats $n=2$ when
\begin{equation}
\mu<\mu_{+/0}=E(2)-E(1)=\varepsilon+U-\frac{3g^2}{2K}.
\end{equation}
The difference $\mu_{+/0}-\mu_{2+/+}$ is $U_{\rm eff}$. If it is positive, $V^+$ is stable in a window of that width. If it is negative, the two conditions contradict each other, and no value of $\mu$ makes $V^+$ the ground state. The occupation then jumps from 0 to 2 where $E(2)-2\mu=E(0)=0$, at
\begin{equation}
\mu_{2+/0}=\frac{E(2)}{2}.
\end{equation}
Equivalently, the reaction $2V^{+}\to V^{0}+V^{2+}$ has energy $U_{\rm eff}$ and releases energy when $U_{\rm eff}<0$.

\textbf{Q.} At finite temperature some $V^+$ must survive.

\textbf{A.} Take $\mu=\mu_{2+/0}$. The common vibrational factor drops out, and $n=0$ and $n=2$ both have weight 1. For $n=1$ there are two spin states, and
\begin{equation}
E(1)-\mu=E(1)-\frac{E(2)}{2}=-\frac{U_{\rm eff}}{2},
\end{equation}
so its weight is $w_1=2e^{U_{\rm eff}/(2k_BT)}$. The singly occupied fraction is
\begin{equation}
f_1=\frac{w_1}{2+w_1}=\frac{1}{1+e^{-U_{\rm eff}/(2k_BT)}} .
\label{fraction}
\end{equation}
For $U_{\rm eff}\gg k_BT$ it tends to 1. At $U_{\rm eff}=0$ it is $\frac12$. For negative $U_{\rm eff}$ with $|U_{\rm eff}|\gg k_BT$ it falls as $e^{-|U_{\rm eff}|/(2k_BT)}$. The 2 in the exponent appears because one reaction produces a pair of $V^+$.

\section{Numbers for an oxide semiconductor}

\textbf{Q.} Are the required couplings reasonable?

\textbf{A.} Take rough values in the regime of an oxygen vacancy in amorphous In-Ga-Zn oxide: $U=1.0$ eV, $\varepsilon=0.1$ eV, $K=2000$ eV/nm$^2$ and $g=60$ eV/nm. They are round model parameters, not a calculation of that material. The critical coupling is $\sqrt{UK}=44.7$ eV/nm, so $g$ lies above it. The reduction is
\begin{equation}
\frac{g^2}{K}=\frac{3600}{2000}\ {\rm eV}=1.80\ {\rm eV},
\end{equation}
and $U_{\rm eff}=1.00-1.80=-0.80$ eV. From \eqref{qn} and \eqref{levels},
\begin{align}
Q_1&=0.030\ {\rm nm}, & E(1)&=0.1-0.9=-0.80\ {\rm eV},\nonumber\\
Q_2&=0.060\ {\rm nm}, & E(2)&=0.2+1.0-3.6=-2.40\ {\rm eV}.\nonumber
\end{align}
The levels are $\mu_{2+/+}=-0.80$ eV and $\mu_{+/0}=-1.60$ eV, in inverted order, with the two-electron jump at $-1.20$ eV.

If only the coupling is changed, to 30 eV/nm, the reduction is 0.45 eV and $U_{\rm eff}=0.55$ eV. A scan of $\mu$ then finds $V^+$ stable over a window of 0.550 eV, while at 60 eV/nm the same scan finds no such window.

For the quantum problem, let four cations of 80 u move together, so that $M=320$ u. Then $\hbar\omega=16.2$ meV, and the one-electron relaxation energy of 0.90 eV is worth about 56 phonons. Diagonalizing the three Hamiltonians in the oscillator basis of the empty vacancy again gives $U_{\rm eff}=-0.800$ eV.

\textbf{Q.} And how rare is $V^+$?

\textbf{A.} At $\mu_{2+/0}$, equation \eqref{fraction} gives $1.9\times10^{-7}$ at 300 K, $1.7\times10^{-6}$ at 350 K, a warm device, and $5.8\times10^{-4}$ at 623 K, an annealing temperature. These are the largest equilibrium fractions over all $\mu$ for the stated parameters. With $\mu$ near the band edge, as in an $n$-type film, they are far smaller: about $6\times10^{-24}$ at 300 K for $\mu=-0.2$ eV. They also depend exponentially on $U_{\rm eff}$: a stiffness that rises or falls by 10\,\% per electron, as considered below, moves the 300 K value to about $10^{-3}$ or below $10^{-12}$. The model contains no capture or emission rates, so it does not say how long a $V^+$ made by light or by an electrical pulse survives.

\section{Light sees the frozen lattice}

\textbf{Q.} An optical measurement is fast. Would it report $U$ or $U_{\rm eff}$?

\textbf{A.} In the vertical approximation the cations keep their positions during absorption, so the energies must be taken at fixed $Q$. Start from relaxed $V^0$ at $Q_2=2g/K$ and lift one electron to the band edge, where its energy is zero:
\begin{align}
E_{\rm opt}&=E(1,Q_2)-E(2,Q_2)\nonumber\\
&=-\varepsilon-U+gQ_2
=\frac{2g^2}{K}-\varepsilon-U .
\end{align}
The thermal ionization energy compares relaxed states:
\begin{equation}
E_{\rm th}=E(1)-E(2)=\frac{3g^2}{2K}-\varepsilon-U .
\end{equation}
Their difference is $g^2/(2K)$, the elastic energy $\frac12K(Q_2-Q_1)^2$ left in the lattice just after absorption. Within this model, then,
\begin{equation}
U_{\rm eff}=U-2\,(E_{\rm opt}-E_{\rm th}),
\end{equation}
which ties the reduction to two ionization energies. The relation relies on the common harmonic spring. If the stiffness instead rises by 10\,\% per electron, it gives $-0.14$ eV for the example parameters, where the relaxed energies give $-0.36$ eV.

In the example $E_{\rm opt}=3.6-0.1-1.0=2.50$ eV and $E_{\rm th}=2.7-1.1=1.60$ eV. Once $V^+$ has relaxed, removing its remaining electron costs only 0.80 eV thermally. The second electron comes off more easily than the first, which is the inverted level order seen from the other side.

\section{Where the model gives way}

\textbf{Q.} Your cations move 0.06 nm. That is not a small vibration.

\textbf{A.} It is 30\,\% of a bond length of roughly 0.20 nm, and this is the weakest point of the example. Two changes show the sensitivity, each made with all other parameters held fixed.

First, let the stiffness depend on charge, $K_n=K(1+\kappa n)$. Minimizing each state separately gives
\begin{equation}
U_{\rm eff}=U-\frac{2g^2}{K(1+2\kappa)}+\frac{g^2}{K(1+\kappa)} .
\end{equation}
For $\kappa=0.1$ this is $1.00-3.00+1.64=-0.36$ eV, and for $\kappa=-0.1$ it is $1.00-4.50+2.00=-1.50$ eV. These are differences of minima; the vibrational terms no longer cancel identically.

Second, multiply the elastic energy by $1+cQ/Q_2$, with $Q_2=0.06$ nm held fixed as a scale. To first order in $c$, each energy changes by the added term at the old minimum. This is $3.6c$ eV for $n=2$ and $0.9c/2=0.45c$ eV for $n=1$, so $U_{\rm eff}$ shifts by $(3.6-0.9)c=2.7c$ eV. For $c=\pm0.1$ that is $\pm0.27$ eV. The cubic energy is unbounded below far from the origin, so only the local minima near $Q_n$ are meaningful. Minimizing there gives $-0.58$ eV for $c=0.1$ and $-1.18$ eV for $c=-0.1$. Both lie below the first-order values, $-0.53$ and $-1.07$ eV. The sign of $U_{\rm eff}$ survives each of these changes, but its size changes by up to about a factor of two. Together they can do more: $\kappa=c=0.1$ gives $-0.22$ eV.

\textbf{Q.} You also forbade the electrons to leave the vacancy.

\textbf{A.} Let the orbital mix with one representative band state at 2.0 eV, with hopping $t=0.5$ eV. At $Q_1$ the vacancy level is $0.1-1.8=-1.7$ eV, so second-order perturbation theory lowers $E(1)$ by $t^2/3.7\approx0.068$ eV. At $Q_2$ the two electrons have electronic energy $2(0.1-3.6)+1.0=-6.0$ eV. The singlet with one electron moved to the band state has $-3.5+2.0=-1.5$ eV, and its matrix element is $\sqrt2\,t$. Thus $E(2)$ falls by $2t^2/4.5\approx0.111$ eV. The shift of $U_{\rm eff}$ is $-0.111+2(0.068)\approx+0.02$ eV. Diagonalization with relaxation gives $-0.777$ eV, in agreement. One state stands here for a whole band, and the shift depends on where it is placed. With the same hopping, a state at the conduction-band edge gives $-0.71$ eV, a filled state at the valence-band top ($-3.1$ eV) gives $-0.75$ eV, and both together give $-0.66$ eV. In these cases mixing shifts $U_{\rm eff}$ by 0.02 to 0.14 eV and leaves its sign unchanged.

Near $Q=0$ the issue is sharper: the unmixed level lies 0.1 eV above the band edge, so the one-orbital model cannot say how an added electron is held there. Mixing shifts the level, and the long-range attraction of $V^{2+}$, absent from the model, can bind an electron in a wide orbit. The relaxed $V^+$ and $V^0$ lie far from that region.

Direct tunnelling between well-separated vacancies is weaker still. At a density of $10^{19}$ cm$^{-3}$ evenly spaced vacancies are about 4.6 nm apart. A band mass of 0.34 electron masses and the vertical binding of 1.70 eV give a decay constant of 3.9 nm$^{-1}$. The crude estimate, binding energy times $e^{-\text{decay}\times\text{spacing}}$, is about $2\times10^{-8}$ eV. Randomly placed vacancies have a mean nearest-neighbour distance of only about 2.6 nm, for which the same estimate gives about $8\times10^{-5}$ eV. Closer pairs couple far more strongly, and a band-edge mass is doubtful this deep in the gap, so the estimate does not justify neglecting tunnelling for every pair.

\textbf{Q.} An ionic material also polarizes far beyond the first neighbours.

\textbf{A.} That polarization responds linearly to the charge $(2-n)e$, so it acts as further modes of the kind treated above. In a continuum with fast permittivity $\epsilon_\infty=4$, static permittivity $\epsilon_s=10$ and a cavity of radius $R=0.4$ nm, the ionic part of the energy is
\begin{equation}
W_n=-\frac{(2-n)^2e^2}{8\pi\epsilon_0R}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
\end{equation}
The second difference of $(2-n)^2$ is $0+4-2=2$, and the resulting shift of $U_{\rm eff}$ is $-0.54$ eV. It makes the repulsion more negative. The number depends on $R$, which was placed outside the first shell to limit double counting of the motion already in $Q$.

\textbf{Q.} In an amorphous film no two vacancies are alike. Does the conclusion hold for all of them?

\textbf{A.} Not for all. Give $g$ a Gaussian spread of 10\,\%, or 6 eV/nm, with $U$ and $K$ fixed. The critical coupling lies $(60-44.7)/6\approx2.55$ standard deviations below the mean, so about 0.5\,\% of sites keep $U_{\rm eff}>0$. Such sites can hold a stable $V^+$ in a suitable window of $\mu$. The share is a Gaussian tail and would change strongly with the spread and with the spring: $\kappa=0.1$ raises it to about 7.5\,\%, and $\kappa=c=0.1$ to about 16\,\%. It also leaves out the polarization shift of $-0.54$ eV estimated above, which would make it negligible at this spread.

\textbf{Q.} So what may I carry over to a real thin-film transistor?

\textbf{A.} The mechanism and its scale, with care. The gap of amorphous In-Ga-Zn oxide is roughly 3.1 eV, so the model's vertical ionization at 2.50 eV falls below the gap, in the visible. With these parameters visible light could therefore release electrons from neutral vacancies. The energy is fragile, however: the stiffness changes above, $\kappa=0.1$ and $-0.1$, move it to 1.65 and 3.96 eV, the second above the gap. Just after absorption the remaining electron's level, $\varepsilon-gQ_2=-3.5$ eV, also lies below the valence-band top, whose states the model leaves out. Nor does the release of electrons alone explain persistent photoconductivity, which also requires slow recapture. With displacements this large, the most doubtful assumption is that of one harmonic spring common to all charge states. Taken one at a time, the 10\,\% changes above move $U_{\rm eff}$ from $-0.80$ eV to anywhere between about $-0.4$ and $-1.5$ eV, and long-range polarization may add a few tenths of an eV on the negative side. For a particular film, the useful inputs are relaxed energies of all three charge states at many sites: their second difference gives $U_{\rm eff}$ without assuming a harmonic lattice. The numerical check give the parameters and the main numerical results.

\section*{Computed results}
\begin{verbatim}
Repulsion at frozen lattice U = 1.00 eV
One-electron level eps = 0.10 eV from band edge
Stiffness K = 2000 eV/nm^2
Coupling g = 60.0 eV/nm
Critical coupling sqrt(U K) = 44.7 eV/nm
Reduction g^2/K = 1.80 eV
n = 0: Q = 0.000 nm, E = 0.00 eV
n = 1: Q = 0.030 nm, E = -0.80 eV
n = 2: Q = 0.060 nm, E = -2.40 eV
Effective repulsion, minimized = -0.800 eV
Effective repulsion, quantum nuclei = -0.800 eV
Level (2+/+) = -0.80 eV from band edge
Level (+/0) = -1.60 eV from band edge
Level (2+/0) = -1.20 eV from band edge
Weak coupling g = 30.0 eV/nm: U_eff = 0.55 eV
Weak coupling: scanned n = 1 window = 0.550 eV
Two-mode test: U_eff = -0.845 eV
Cations moving = 4, mass of each = 80 u
Phonon energy = 16.2 meV
Relaxation energy at n = 1 = 0.90 eV
Relaxation at n = 1 in phonons = 55.7
Fraction n = 1 at (2+/0), 300 K = 1.91e-07
Fraction n = 1 at (2+/0), 350 K = 1.74e-06
Fraction n = 1 at (2+/0), 623 K = 5.81e-04
Neutral vacancy, vertical ionization = 2.50 eV
Neutral vacancy, thermal ionization = 1.60 eV
Band gap (rough) = 3.1 eV
Bond length (rough) = 0.20 nm
Displacement at n = 2 / bond = 30 %
U_eff, K changed -10 % per electron = -1.50 eV
U_eff, K changed +10 % per electron = -0.36 eV
U_eff, cubic term -10 % at Q = 0.06 nm = -1.18 eV
U_eff, cubic term +10 % at Q = 0.06 nm = -0.58 eV
Hybridization: hopping = 0.5 eV, band state = 2.0 eV
U_eff with hybridization = -0.777 eV
Vacancy density = 1e+19 cm^-3, spacing = 4.64 nm
Band mass = 0.34 m_e, vertical binding = 1.70 eV
Wave-function decay constant = 3.89 1/nm
Tunnelling energy between vacancies = 2.4e-08 eV
Permittivities: fast = 4, static = 10
Polarization cavity radius = 0.4 nm
Long-range polarization shift of U_eff = -0.54 eV
Spread of g between sites = 10 %
Share of sites with U_eff > 0 = 0.54 %
\end{verbatim}
